The exchange-correlation term in the density-functional energy current

Result

Let the exchange-correlation (XC) energy of an electron density n(r,t) be

E_xc = ∫ f(n,∇n) dr,  f = n ε_xc,

with f taken as the XC energy density. In the adiabatic density-functional energy current, the explicit XC contribution is

J_xc = −∫ ṅ f_g dr,  f_g = ∂f/∂(∇n) = n ∂ε_xc/∂(∇n).

A dot denotes a time derivative. Since an isotropic functional depends on ∇n through σ = |∇n|², the chain rule gives f_g = 2 f_σ ∇n, with f_σ = ∂f/∂σ, and therefore

J_xc = −2 ∫ ṅ f_σ ∇n dr.

The local density approximation (LDA) has f_σ = 0, so this term vanishes identically. A generalized-gradient approximation (GGA) generally leaves it nonzero. The word "explicit" matters: in both cases XC also enters the rest of the current through the Kohn-Sham Hamiltonian and its orbitals.

Hartree atomic units are used in the derivations. The functional is spin-unpolarized, and the electrons have no partial core density added to them. J is the volume-integrated current, with dimensions energy times velocity; for a one-component system with its centre of mass at rest, its equilibrium time correlations give the thermal conductivity in the Green-Kubo method.

First derivation: the moment of the energy density

Take a finite system whose density decays at large distance, with real orbitals φ_v, fixed occupations f_v and Hamiltonian

H = −½∇² + v_ext + v_H + v_xc.

The nuclei move slowly, so Hφ_v = ε_v φ_v at each instant. The electronic energy density is

e = Σ_v f_v φ_v Hφ_v − ½ n v_H − n v_xc + f.

The band term contains n v_H, twice the Hartree energy density, so half of it is removed. It also contains n v_xc, which is replaced by f. The integral of e is then the electronic total energy. Kinetic and mutual energies of the ions are added separately.

For a conserved energy obeying ė = −∇·j, integration by parts gives ∫ r ė dr = ∫ j dr. The total current is therefore the first moment of ė. For one orbital, the band part gives

∫ r d(φHφ)/dt dr
= ⟨φ̇|rH|φ⟩ + ⟨φ|rH|φ̇⟩ + ⟨φ|rḢ|φ⟩
= ε⟨φ̇|r|φ⟩ + ⟨φ|rH|φ̇⟩ + ⟨φ|rḢ|φ⟩.

The eigenvalue equation was used in the first term. It cannot be used in the second, where H acts on φ̇. Summed with occupations, the first two terms form the orbital current J_KS. The kinetic operator does not depend on time, so the third term sums to

∫ r n (v̇_ext + v̇_H + v̇_xc) dr.

Now collect the Hartree pieces:

n v̇_H − ½ d(n v_H)/dt = ½(n v̇_H − ṅ v_H).

This is the usual Hartree contribution, written before Poisson's equation is used.

The external piece is ∫ r n v̇_ext dr. If v_ext is a sum of ionic potentials v_I centred at R_I, moving with velocities V_I, then v̇_ext = Σ_I V_I·∂v_I/∂R_I. The electrons do work on ion I at the rate −∫ n V_I·∂v_I/∂R_I dr, and this energy is assigned to the position R_I. The sum is

Σ_I ∫ (r − R_I) n V_I·∂v_I/∂R_I dr,

which does not depend on the origin. The remaining ionic terms do not involve the form of f.

The XC pieces are

n v̇_xc − d(n v_xc)/dt + ḟ = n v̇_xc − ṅ v_xc − n v̇_xc + ḟ = ḟ − v_xc ṅ.

Thus the derivative of the XC potential has cancelled, and

J_xc = ∫ r (ḟ − v_xc ṅ) dr.

The two remaining quantities follow from the chain rule and from the functional derivative of E_xc:

ḟ = f_n ṅ + f_g·∇ṅ,
v_xc = f_n − ∇·f_g,

where f_n = ∂f/∂n at fixed ∇n. Subtracting,

ḟ − v_xc ṅ = f_g·∇ṅ + ṅ ∇·f_g = ∇·(ṅ f_g).

The terms in f_n cancel; they are all that an LDA has. For the x component of the moment,

∫ x ∇·(ṅ f_g) dr = ∫ ∇·(x ṅ f_g) dr − ∫ ṅ f_g,x dr.

The first integral is a surface term and vanishes because ṅ f_g is localized. The second is the stated result, including its minus sign.

A self-consistent example

A one-dimensional Kohn-Sham model checks the complete assembly, including the cancellation of v̇_xc. Four electrons occupy two orbitals in the potential z²/8 − exp[−(z−R)²/2] and repel through 1/√(z²+1). The well is at R = 0.7 and moves with unit speed. The test functional is

f = −0.7 n^(4/3) + b n σ/(1+σ),  σ = (dn/dz)².

It is smooth and is not meant to represent a material. Here b = 0 is LDA-like and b = 0.3 is GGA-like. For b = 0.3, in atomic units, the terms are

orbital 1.956320
Hartree −0.680240
external −1.449472
explicit XC 0.060267.

Their sum is −0.113125, which agrees with the moment of e differentiated directly, to 1×10⁻⁷. Without the explicit term the sum would be −0.173392, a discrepancy far larger than the numerical error. These values are for a grid spacing of 0.2; at a spacing of 0.15 the differentiated moment changes by 2.5×10⁻⁵ and the explicit term by about 1×10⁻⁶. For b = 0 the orbital, Hartree and external terms alone reproduce the differentiated moment, −0.294151, to 4×10⁻⁷.

The well's own energy is absent here, so these moments depend on the origin and are not physical heat currents. They test the electronic identity, which holds for any chosen origin.

Second derivation: local balance with a weight function

The position r is not a periodic function, so the first derivation does not apply directly to a periodic cell. A local derivation avoids it and starts from moving orbitals rather than instantaneous eigenstates. Let

i φ̇_v = Hφ_v,

with v_xc evaluated from the density at the same instant. Define g_v = Hφ_v and the band energy density B = Σ_v f_v Re(φ_v* g_v). Since φ̇ = −ig and φ̇* = i(Hφ)*,

∂(φ*Hφ)/∂t = i[(Hφ)* g − φ* Hg] + φ*Ḣφ.

The local potentials cancel in the bracket, leaving the kinetic operator:

i[(Hφ)* g − φ* Hg]
= −(i/2)[(∇²φ*)g − φ*∇²g]
= −(i/2)∇·[(∇φ*)g − φ*∇g].

The last line holds because the products ∇φ*·∇g cancel when the divergence is expanded. Hence

∂B/∂t = −∇·Q + n(v̇_ext + v̇_H + v̇_xc),
Q = Σ_v f_v Re{(i/2)[(∇φ_v*)g_v − φ_v*∇g_v]}.

If g = εφ, one orbital contributes ε times its particle current to Q, so Q is the energy carried by the Kohn-Sham particles. Subtracting the double counting as before gives

ė = −∇·Q + ½(n v̇_H − ṅ v_H) + n v̇_ext + (ḟ − v_xc ṅ).

The XC bracket can now be evaluated without writing v_xc explicitly. Choose a smooth periodic weight χ(r), constant in time, and define

F_χ[n] = ∫ χ f(n,∇n) dr.

Its rate of change when n is displaced along a function η is

DF_χ[η] = ∫ χ (f_n η + f_g·∇η) dr.

The weighted rate of the XC energy is this derivative along ṅ:

∫ χ ḟ dr = DF_χ[ṅ].

The potential term is a derivative of the unweighted energy along the different direction χṅ, by the definition of v_xc as the functional derivative of E_xc:

∫ v_xc (χṅ) dr = DF_1[χṅ]
= ∫ [f_n χṅ + f_g·(χ∇ṅ + ṅ∇χ)] dr.

Subtracting the two,

∫ χ (ḟ − v_xc ṅ) dr = −∫ ṅ f_g·∇χ dr.

A local current j_xc with ḟ − v_xc ṅ = −∇·j_xc must satisfy ∫ χ (ḟ − v_xc ṅ) dr = ∫ ∇χ·j_xc dr. The local expression read off is

j_xc = −ṅ f_g.

For a localized system one may take χ = x, and the result of the first derivation returns. For a periodic system J_xc is the integral of j_xc over the cell.

The local balance by itself permits an added divergence-free field s. For a localized s this is harmless, since ∫ s_x dr = ∫ ∇·(x s) dr = 0. A uniform field in a periodic cell is not excluded by the balance; it is excluded by using the same local expression for the periodic system as for a large finite piece of it.

What each derivation assumes

The first derivation assumes instantaneous eigenstates, real orbitals, fixed occupations and a localized density. Following eigenstates with fixed occupations requires occupied levels separated from empty ones, which a bulk metal does not provide. It gives directly the orbital terms used in adiabatic simulation. The second assumes time-dependent Kohn-Sham motion with an instantaneous semilocal potential. It needs neither eigenstates nor a position operator, and it gives a local current.

They meet in the adiabatic regime. Apart from a phase, an orbital following slow nuclei has the form φ₀ + iφ₁, with φ₀ and φ₁ real and φ₁ of first order in the nuclear velocities. Then Re(φ*Hφ) = φ₀Hφ₀ + φ₁Hφ₁, so the energy density differs from the adiabatic one at second order, and the currents agree at first order.

Both derivations share the choice of f as the energy density. Within isotropic functions of n and ∇n, this choice is fixed by E_xc up to a constant. Suppose an added function a(n,∇n) changes no potential, so that

a_n − ∇·a_g = 0 for every n.

Expanding the divergence produces second derivatives of n multiplied by second derivatives of a with respect to ∇n. The former are arbitrary at a point, so the latter vanish and a is linear in ∇n. Isotropy removes the linear part, because there is no fixed vector to multiply ∇n. The condition then reduces to da/dn = 0.

Admitting second derivatives of n reopens the choice. Replacing f by f + ∇·p changes the moment by ∫ r ∇·ṗ dr = −d/dt ∫ p dr. If ∫ p dr stays bounded, the time integral of the current changes by a bounded amount. The conductivity is governed by the mean square of that integral divided by elapsed time, so it is unchanged. A statement that the XC term vanishes thus belongs to a stated energy density, while the conductivity does not depend on this particular freedom.

Both derivations also require a local multiplicative v_xc obtained from f(n,∇n). Functionals with orbital kinetic-energy density or nonlocal exchange need further terms. The external potential is also taken to be local; nonlocal pseudopotentials add terms to the rest of the current. With spin, the same chain rule for each spin density gives −Σ_s ∫ ṅ_s ∂f/∂(∇n_s) dr.

A partial core density n_c is a different exception. If f depends on n_t = n + n_c, the electronic equations still contain v_xc ṅ, and

ḟ − v_xc ṅ = (ḟ − v_xc ṅ_t) + v_xc ṅ_c.

The first bracket gives −∫ ṅ_t f_g dr. The second survives even in LDA. After the work on each ion is assigned to R_I, it becomes Σ_I ∫ (r − R_I) v_xc ṅ_c,I dr.

Two limits

For a density moving rigidly with velocity V along x, ṅ = −V ∂n/∂x, and

J_xc,x = 2V ∫ f_σ (∂n/∂x)² dr.

A GGA term is therefore present even in uniform drift, with the sign of the weighted average of f_σ. In an undisplaced lattice with one atom per primitive cell and rigid atomic clouds, each atom contributes the same tensor times its velocity. The sum is proportional to ΣV_I and vanishes when the centre of mass is at rest. A heat-carrying contribution then requires displacements as well as velocities.

The second limit is a weak gradient. Let k_F = (3π²n)^(1/3). The lowest gradient term of PBE exchange is n ε_x μs², with ε_x = −3k_F/(4π) and s² = σ/(4k_F²n²):

f_x → −3μσ/(16π k_F n).

The corresponding correlation term is nβt², with t² = πσ/(16k_F n²):

f_c → πβσ/(16k_F n).

Their sum is

σ(πβ − 3μ/π)/(16k_F n).

PBE sets μ = π²β/3, so the sum vanishes and its J_xc begins at higher order in the gradient. PBEsol uses μ = 10/81 and β = 0.046. Its total coefficient divided by its exchange coefficient is

1 − π²β/(3μ) ≈ −0.226.

Evaluating the functionals at s = 0.01, for densities 0.01, 0.027 and 0.1 in atomic units, gives −0.226 for PBEsol and a magnitude of at most 1.9×10⁻⁴ for PBE. Being a GGA thus does not by itself make the term large.

A wave in an aluminium-like density

Consider a longitudinal wave along [100] in an fcc lattice. The cell has eight layers with one atom each. Every atom carries three valence electrons in a rigid Gaussian cloud of standard deviation 0.085 nm. The lattice constant is 0.405 nm, the wavelength 1.620 nm and the displacement amplitude U = 0.010 nm. With q the wave number and ω the angular frequency,

u = U cos(qx − ωt),  V = u̇ = Uω sin(qx − ωt).

A harmonic chain of layers with sound speed 6400 m/s gives a frequency of 3.85 THz, a group speed of 5913 m/s and a peak atomic speed of 242 m/s.

The weighted identity can be evaluated from energies alone, with v_xc entering through a directional derivative. For χ = cos(qx), PBE gives 8.929017×10⁻³ eV/ps from energies and 8.929020×10⁻³ eV/ps from the formula. PBEsol gives −2.760559×10⁻² eV/ps both ways. The LDA value is −3.5×10⁻⁹ eV/ps, zero within the finite-difference error.

The cell-integrated current for PBE is

exchange: 4.427×10⁻³ eV nm/ps
correlation: −4.060×10⁻³ eV nm/ps
total: 3.68×10⁻⁴ eV nm/ps.

The total is about 8% of the exchange part. Dividing by the cell volume, 0.13286 nm³, gives 2.77×10⁻³ eV/(nm² ps), or 4.4×10⁸ W/m². PBEsol gives −3.76×10⁻⁴ eV nm/ps, with the opposite sign. Refining the mesh from 96×16×16 to 128×24×24 changes either value by less than one part in 10⁹.

For scale, an atom of mass 26.98 u at peak speed has a kinetic energy of 8.2 meV, which is also the mean total wave energy per atom. The mechanical energy current is

8 × 0.00818 eV × 5.913 nm/ps = 0.387 eV nm/ps.

The PBE term is 0.095% of this, and the PBEsol term −0.097%. These ratios belong to this wavelength. With 4, 16 and 32 layers per wavelength the PBE ratio is 0.035%, 0.113% and 0.117%, and the PBEsol ratio is +0.084%, −0.153% and −0.167%. Both currents are quadratic in amplitude at leading order, so their ratio does not depend on amplitude there. For PBE, the full amplitude adds 0.9% to the leading quadratic value.

A standing pattern behaves differently. Let displacement and velocity both be proportional to cos(qx). Inversion about the site x = 0 reverses both patterns and reverses J. Translation by half a wavelength, four layers, also reverses both patterns but leaves J unchanged. Hence J = −J = 0. Numerically, such a pattern gives 9×10⁻¹⁵ of the travelling-wave value in magnitude.

The signs of the rigid and wave currents also differ. Uniform drift at the peak speed gives −4.69×10⁻³ eV nm/ps in PBE. This is the sum of −0.1347 from exchange and +0.1300 from correlation, which nearly cancel; exchange is slightly larger and sets the sign. The wave current need not share this sign. Its atomic velocities sum to zero, so the part present without displacements cancels, and what remains depends on how the displacements change the integral that multiplies each velocity.

Relation to real aluminium

The lattice constant and sound speed are rough, typical values for aluminium, but the density is a model. One weak assumption is the rigid cloud, since real valence electrons rearrange as the ions move. With the motion held fixed, a cloud 10% narrower multiplies the PBE current by 5.6, and one 10% wider multiplies it by 0.09. The corresponding ratios to the mechanical current are about 0.5% and 0.009%. The signs also depend on the width: the PBEsol term is positive for a cloud 10% wider (+0.004%), and the PBE term is negative for one 20% wider (−0.001%). Adding a soft core of one electron and width 0.040 nm multiplies the gradient part by 14, to about 1.3%; the separate v_xc ṅ_c term is not in that number. For this core it is larger and of opposite sign, about −10% of the mechanical current in PBE and −11% in LDA. The value 0.095% is therefore a result for one density, not a prediction for aluminium.

Two thermal effects can be estimated. At 300 K the thermal energy is 0.002 of the model's Fermi energy, 11.7 eV. The phonon energy is 0.62 kT, so the mean quantum oscillator energy, including zero-point energy, exceeds kT by about (0.62)²/12, or 3%; this rescales both quadratic currents equally. A more basic limit is that most heat in real aluminium is carried by electrons excited near the Fermi level, which an adiabatic current leaves out. The example concerns the lattice part.

Within this model the wave's XC current is steady, so its time integral grows without bound. It is not the derivative of a bounded quantity, and it cannot be discarded on that ground while the other terms are kept. Its small size here is a numerical property of the chosen density, wavelength and functional.

Numbers as computed

```
1D Kohn-Sham model, atomic units, well speed 1
LDA-like: d(moment)/dt = -0.294151
  orbital 1.832740, Hartree -0.674920
  external -1.451971, explicit XC -0.000000
  closure error = 3.6e-07
GGA-like: d(moment)/dt = -0.113125
  orbital 1.956320, Hartree -0.680240
  external -1.449472, explicit XC 0.060267
  closure error = 9.9e-08
fcc-Al-like model inputs (rough material values)
lattice constant = 0.405 nm
cloud width = 0.085 nm; electrons/atom = 3
amplitude = 0.010 nm; layers = 8
sound speed = 6400 m/s; mass = 26.98 u
wavelength = 1.620 nm
cell volume = 0.13286 nm^3
frequency = 3.850 THz
peak atom speed = 241.9 m/s
group speed = 5913 m/s
density range = 102.7 to 324.8 nm^-3
largest reduced gradient s = 0.264
Weighted XC energy balance, eV/ps
LDA from energies = -3.52e-09
PBE from energies = 8.929017e-03
PBE from formula  = 8.929020e-03
PBEsol from energies = -2.760559e-02
PBEsol from formula  = -2.760559e-02
Weak-gradient f_sigma: total/exchange at s = 0.01
PBE largest magnitude = 1.9e-04
PBEsol range = -0.2257 to -0.2256
Explicit XC current of the wave, eV nm/ps per cell
PBE = 3.67596e-04
PBE exchange = 4.42714e-03
PBE correlation = -4.05955e-03
PBEsol = -3.75732e-04
PBE flux density = 4.4329e+08 W/m^2
PBE relative mesh shift = -3.3e-11
PBEsol relative mesh shift = -6.3e-11
mechanical current = 0.38698 eV nm/ps
PBE/mechanical = 0.0950 %
PBEsol/mechanical = -0.0971 %
rigid drift at peak speed, PBE = -4.6875e-03 eV nm/ps
undisplaced/rigid = -4.4e-16
in-phase pattern/wave = -9.4e-15
Model limits: PBE current relative to the value above
cloud width -10% = 5.645; +10% = 0.090
partial core (1 e, 0.040 nm), gradient part = 13.962
finite-amplitude correction = 0.89 %
Fermi energy = 11.65 eV; kT/E_F = 0.00222
phonon energy/kT at 300 K = 0.616
```
